\section*{Acid noise from Poisson photon absorption with random acid yield, part 1}

(Sections cited here and not found follow in the second part.)

\section{From absorbed photons to the variance of the acid number}

A square of resist 50 angstrom on a side absorbs 45.5 photons on average and turns them into 122.9 acids on average, yet the acid number scatters by 17 percent of its mean from one such square to the next. If the acids were independent Poisson events, a mean of 122.9 would give a scatter of 9 percent. The difference arises because acids come in groups. All the acids of one group owe their existence to the same absorbed photon, and they appear or fail to appear together.

The numbers belong to a model resist with round parameters, introduced below, in which no acid leaves the square where its photon was absorbed and the acid generator is not used up. Both effects, where present, change the 17 percent considerably. The quantity to be computed is the relative variance of the acid number, which here means the variance divided by the square of the mean. Its square root is the relative standard deviation, the 17 percent just quoted.

\subsection{The model}

Consider a fixed volume of resist and one exposure. Let $n$ be the number of photons absorbed in the volume, and let photon $i$ create $g_i$ acids. The acid number is
\begin{equation}
A=\sum_{i=1}^{n} g_i , \qquad A=0 \ \text{ if } \ n=0 .
\label{eq:sum}
\end{equation}
Both the number of terms and the terms themselves are random. Three assumptions are made about them.

First, $n$ follows a Poisson law with mean $N>0$. Second, the yields $g_i$ are independent of each other and share one probability law, with
\begin{equation}
m_1=E(g)>0, \qquad m_2=E(g^2)<\infty .
\end{equation}
Third, the yields are independent of $n$. A photon that is absorbed but makes no acid is counted in $n$ and has $g=0$.

The second and third assumptions exclude depletion of the acid generator. If earlier photons have used up much of it, a later photon has a smaller yield, and the yields then depend on each other and on $n$. The model therefore describes exposures in which a small part of the generator is converted. The example takes this for granted, and the section on dose shows how much generator that requires. Every acid is for now credited to the volume in which its photon was absorbed, so transport across the boundary is left out. The second half shows how to include it.

\subsection{The mean number of absorbed photons}

Atomic units are used in the algebra, so that $\hbar=1$ and a photon of wavelength $\lambda$ has energy
\begin{equation}
\omega=\frac{2\pi c}{\lambda}.
\end{equation}
Let the dose $D$ be the energy that arrives per unit area, and let $S$ be the area of the volume seen from above. The energy arriving on $S$ is $DS$. Each photon carries $\omega$, so the mean number of incident photons is
\begin{equation}
M=\frac{DS}{\omega}.
\label{eq:M}
\end{equation}

Let $\mu$ be the absorption coefficient, defined so that a photon still present at depth $x$ is absorbed between $x$ and $x+dx$ with probability $\mu\,dx$. The probability $u(x)$ that it survives to depth $x$ then obeys $du/dx=-\mu u$ with $u(0)=1$, hence $u=e^{-\mu x}$. In a film of thickness $t$ the probability of absorption is
\begin{equation}
q=1-e^{-\mu t}.
\label{eq:q}
\end{equation}
Reflection at the surface and at the substrate is neglected. The mean number of absorbed photons is
\begin{equation}
N=qM=\frac{DS}{\omega}\left(1-e^{-\mu t}\right).
\label{eq:N}
\end{equation}
This is a pure number, so any consistent set of units may be used to evaluate it.

The example has $\lambda=135$ angstrom, which gives $\omega=91.84$ eV. The dose is 12 eV/angstrom$^2$, the area is $50\times 50$ angstrom$^2$, the thickness is 300 angstrom and the absorption coefficient is 0.0005 per angstrom. Therefore
\begin{align}
M&=\frac{12\times 2500}{91.84}=326.7, \\
q&=1-e^{-0.15}=0.1393, \\
N&=326.7\times 0.1393=45.5 .
\end{align}
About six photons in seven pass through the film. The thin-film approximation $q\approx\mu t=0.15$ would overestimate $N$ by 8 percent of its value.

\subsection{Why the absorbed count is Poisson}

The photons that arrive are taken to follow a Poisson law of mean $M$. This is the law for independent arrivals at a steady mean rate. Each photon is absorbed with probability $q$, independently of the others. If $j$ photons arrive, the probability that $k$ of them are absorbed is binomial. Summing over all $j\ge k$ gives
\begin{align}
P(n=k)
&=\sum_{j=k}^{\infty} e^{-M}\frac{M^j}{j!}\,
\frac{j!}{k!\,(j-k)!}\,q^k(1-q)^{j-k} \nonumber\\
&=e^{-M}\frac{(qM)^k}{k!}
\sum_{i=0}^{\infty}\frac{[(1-q)M]^i}{i!}.
\end{align}
In the second line $j!$ has cancelled, $M^j$ has been split into $M^kM^{j-k}$, and $i=j-k$. The remaining sum is the series of $e^{(1-q)M}$, so
\begin{equation}
P(n=k)=e^{-qM}\frac{(qM)^k}{k!}=e^{-N}\frac{N^k}{k!}.
\label{eq:poisson}
\end{equation}
Random absorption thus leaves the law Poisson and lowers its mean from $M$ to $N$. The noise is governed by the photons that are absorbed, and the number that arrive enters through $N$ alone.

\subsection{Moments for a given number of photons}

Hold $n$ fixed and average over the yields. Because they are independent of $n$, fixing $n$ does not change their law. The mean of a sum is the sum of the means, so
\begin{equation}
E(A\,|\,n)=n m_1 .
\label{eq:condmean}
\end{equation}
For the second moment, write the square as a double sum and separate equal from unequal indices:
\begin{equation}
A^2=\sum_{i=1}^{n} g_i^2+\sum_{i\neq j} g_i g_j .
\end{equation}
The first sum has $n$ terms, each with mean $m_2$. The second has $n(n-1)$ terms, because $i$ can be chosen in $n$ ways and $j$ in the $n-1$ ways that remain. For $i\neq j$ the yields are independent, and the mean of the product is the product of the means, $m_1^2$. Hence
\begin{equation}
E(A^2\,|\,n)=n m_2+n(n-1)m_1^2 .
\label{eq:condsq}
\end{equation}

\subsection{Average over the number of photons}

Two averages over the Poisson law are needed. In the first, the term $k=0$ vanishes and $k/k!=1/(k-1)!$, so
\begin{equation}
E(n)=\sum_{k=1}^{\infty}k\,e^{-N}\frac{N^k}{k!}
=N e^{-N}\sum_{k=1}^{\infty}\frac{N^{k-1}}{(k-1)!}=N .
\end{equation}
In the second, the terms $k=0$ and $k=1$ vanish and $k(k-1)/k!=1/(k-2)!$, so
\begin{equation}
E[n(n-1)]=N^2e^{-N}\sum_{k=2}^{\infty}\frac{N^{k-2}}{(k-2)!}=N^2 .
\end{equation}
Averaging \eqref{eq:condmean} and \eqref{eq:condsq} with these values gives
\begin{align}
E(A)&=N m_1, \label{eq:meanA}\\
E(A^2)&=N m_2+N^2m_1^2 .
\end{align}
The variance is the second moment minus the square of the mean. The term $N^2m_1^2$ cancels:
\begin{equation}
\mathrm{Var}(A)=N m_2+N^2m_1^2-(Nm_1)^2=N m_2 .
\label{eq:varA}
\end{equation}
Division by $E(A)^2=N^2m_1^2$ gives the relative variance
\begin{equation}
V\equiv\frac{\mathrm{Var}(A)}{E(A)^2}=\frac{m_2}{N m_1^2}
=\frac{E(g^2)}{N\,E(g)^2}.
\label{eq:main}
\end{equation}
No large-$N$ approximation has been made. The formula holds for a mean of one photon as well as for a mean of a thousand, as long as the three assumptions hold.

The example uses these yield probabilities for $g=0$ to $6$:
\begin{equation}
0.10,\ 0.15,\ 0.20,\ 0.25,\ 0.15,\ 0.10,\ 0.05 .
\label{eq:table}
\end{equation}
Weighting them with $g$ and with $g^2$ gives
\begin{align}
m_1&=0.15+0.40+0.75+0.60+0.50+0.30=2.70,\\
m_2&=0.15+0.80+2.25+2.40+2.50+1.80=9.90 .
\end{align}
The ratio $m_2/m_1^2=9.90/7.29$ is 1.358. The mean acid number is $45.5\times2.70=122.9$, its variance is $45.5\times9.90=450.5$, and
\begin{equation}
V=\frac{1.358}{45.5}=0.02985, \qquad \sqrt{V}=0.173 .
\end{equation}
This is the 17 percent of the opening paragraph.

\subsection{Photon counting and yield scatter}

Since $m_2=m_1^2+\mathrm{Var}(g)$, the result can be split as
\begin{equation}
V=\frac{1}{N}+\frac{\mathrm{Var}(g)}{N m_1^2}.
\label{eq:split}
\end{equation}
The first term is the relative variance of the photon count. It would remain if every photon made the same number of acids. The second term comes from the scatter of the yield. As a variance cannot be negative, $V\ge 1/N$, with equality when $g$ is constant.

In the example $\mathrm{Var}(g)=9.90-7.29=2.61$. The counting term is $1/45.5=0.02198$ and the yield term is $2.61/(45.5\times7.29)=0.00787$. Photon counting supplies 74 percent of the relative variance. A resist that makes more acids per photon does not lower this part. If all yields are multiplied by the same factor, $m_2$ and $m_1^2$ grow by the square of that factor and $V$ does not change.

\subsection{When acids may be counted as independent events}

If $A$ itself were Poisson, its variance would equal its mean $Nm_1$, and the relative variance would be $1/(Nm_1)$. The true value is larger by the factor
\begin{equation}
\frac{m_2/(Nm_1^2)}{1/(Nm_1)}=\frac{m_2}{m_1}.
\label{eq:fano}
\end{equation}
Here this factor is $9.90/2.70=3.67$. The Poisson estimate gives $V=0.00814$, or a relative standard deviation of 0.090, in place of 0.02985 and 0.173.

The estimate is right when $m_2=m_1$, that is, when $E[g(g-1)]=0$. For whole numbers $g\ge0$ the product $g(g-1)$ is zero at $g=0$ and $g=1$ and positive otherwise. The condition therefore means that no photon makes more than one acid. In that case the acids are a random selection from the photons, and the argument that led to \eqref{eq:poisson} shows that $A$ is Poisson.

\subsection{Photon counts that are not Poisson}

The conditional moments \eqref{eq:condmean} and \eqref{eq:condsq} did not use the Poisson law. Inserting $m_2=\mathrm{Var}(g)+m_1^2$ in \eqref{eq:condsq} gives $E(A^2|n)=n\,\mathrm{Var}(g)+n^2m_1^2$. Averaging over any law of $n$ with finite variance, and subtracting $E(n)^2m_1^2$, gives
\begin{equation}
\mathrm{Var}(A)=E(n)\,\mathrm{Var}(g)+\mathrm{Var}(n)\,m_1^2 .
\label{eq:general}
\end{equation}
For a Poisson law both $E(n)$ and $\mathrm{Var}(n)$ equal $N$, and \eqref{eq:varA} returns.

A simulation that places the same number of photons in every volume has $\mathrm{Var}(n)=0$ and keeps yield scatter alone. With 46 photons in each volume the relative variance is $2.61/(46\times7.29)=0.00778$, about a quarter of the value for a Poisson count.

The opposite case is a dose that varies from one exposure to the next. Let the Poisson mean be a random number $\Lambda$ with mean $N$ and variance $N^2/k$, independent of the yields. For given $\Lambda$ the second moment of $n$ is $\Lambda+\Lambda^2$. Hence
\begin{equation}
\mathrm{Var}(n)=E(\Lambda)+E(\Lambda^2)-N^2=N+\frac{N^2}{k}.
\end{equation}
Inserted in \eqref{eq:general} and divided by $N^2m_1^2$, this adds $1/k$ to $V$. For $k=50$, a relative dose scatter of 14 percent, $\mathrm{Var}(n)$ is 86.9 instead of 45.5, and $V$ rises from 0.02985 to 0.04985. The added term does not depend on $N$, so a larger mean dose does not reduce it.

\section{Using the result: distribution, transport, shared yields and dose}

In what follows, $n$ is the number of photons absorbed in the volume, Poisson with mean $N$. Each photon makes $g$ acids, independently of the others, with $m_1=E(g)$ and $m_2=E(g^2)$. The acid number $A$ has mean $Nm_1$, variance $Nm_2$ and relative variance $V=m_2/(Nm_1^2)$. The mean count is $N=(DS/\omega)(1-e^{-\mu t})$ for dose $D$, area $S$, photon energy $\omega$, absorption coefficient $\mu$ and film thickness $t$. In the example $D=12$ eV/angstrom$^2$, $N=45.5$, $m_1=2.70$, $m_2=9.90$ and $V=0.02985$.

\subsection{The generating function}

The variance does not fix the probability that a volume receives too few acids. That needs the whole law of $A$, which is contained in its generating function. Let $p_j$ be the probability that $g=j$, and define for $0\le z\le1$
\begin{equation}
\varphi(z)=E(z^g)=\sum_{j\ge0}p_j z^j, \qquad
G(z)=E(z^A)=\sum_{a\ge0}P_a z^a ,
\end{equation}
where $P_a$ is the probability of $a$ acids. For a given $n$, $z^A$ is a product of $n$ independent factors $z^{g_i}$, so its mean is $\varphi(z)^n$. Averaging over the Poisson law gives
\begin{equation}
G(z)=\sum_{n=0}^{\infty}e^{-N}\frac{[N\varphi(z)]^n}{n!}
=e^{N[\varphi(z)-1]} .
\label{eq:G}
\end{equation}

The relative variance of the acid number is now known in terms of the mean photon count and the first two yield moments, and the generating function contains the whole distribution. It remains to compute that distribution, to treat photons without acid, acids that are lost or move, and yields shared within a volume, and to find the dose for a required noise level.
